# The Low-Field Hall Factor of Silicon's Six Valleys at Constant Relaxation Time: test program

```python
# Low-field Hall factor of electrons in silicon's six ellipsoidal valleys.
# Result under test, for equal valley populations and one constant time tau:
#   R_H = -r/(n e),  r = 3K(K+2)/(2K+1)^2,  K = m_l/m_t
# m_l, m_t: longitudinal and transverse masses (electron masses); n: density;
# e: positive elementary charge; E_y = R_H J_x B_z.
# Opposite valleys are identical, so three valleys with n/3 each represent six.
# Dimensionless tests use e = m_e = kT = tau = n = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

M_LONG, M_TRANS = 0.916, 0.19


def valley_masses(m_long, m_trans):
    """Diagonal mass tensors of the valleys on the x, y and z axes."""
    return [np.where(np.arange(3) == axis, m_long, m_trans)
            for axis in range(3)]


def cross_matrix(field):
    """Matrix X with X @ a = a x field."""
    bx, by, bz = field
    return np.array([[0, bz, -by], [-bz, 0, bx], [by, -bx, 0]], float)


def hall_formula(ratio):
    return 3 * ratio * (ratio + 2) / (2 * ratio + 1)**2


def drude_sigma(valleys, field, density=1.0, tau=1.0, charge=1.0, m0=1.0):
    """Sum of inverted valley resistivity tensors, at any field strength."""
    n_valley = density / len(valleys)
    total = np.zeros((3, 3))
    for mass in valleys:
        rho = np.diag(mass) * m0 / (n_valley * charge**2 * tau)
        rho = rho + cross_matrix(field) / (n_valley * charge)
        total += np.linalg.inv(rho)
    return total


def kinetic_sigma(valleys, field, eta=-20.0, power=0.0):
    """Boltzmann conductivity from velocities traced back along orbits.
    eta: Fermi level over kT; tau(energy) = energy**power."""
    x, wx = np.polynomial.legendre.leggauss(100)
    u_max = np.sqrt(max(eta, 0.0) + 40.0)
    u, wu = 0.5 * u_max * (x + 1), 0.5 * u_max * wx   # energy = u^2
    occupation = expit(eta - u**2)
    minus_slope = occupation * expit(u**2 - eta)
    tau = u**(2 * power)
    s, ws = np.polynomial.laguerre.laggauss(40)       # time in units of tau
    c, wc = np.polynomial.legendre.leggauss(4)        # cosine of polar angle
    phi = 2 * np.pi * np.arange(8) / 8
    carriers = np.sum(wu * u**2 * occupation)
    total = np.zeros((3, 3))
    for mass in valleys:
        second_moment = np.zeros((3, 3))
        for cos_t, weight in zip(c, wc):
            sin_t = np.sqrt(1 - cos_t**2)
            for angle in phi:
                v = np.array([sin_t * np.cos(angle), sin_t * np.sin(angle),
                              cos_t]) / np.sqrt(mass)
                second_moment += weight / 16 * np.outer(v, v)
        # electron orbit: dv/dt = -M^-1 (v x B) = generator @ v
        generator = -np.diag(1 / mass) @ cross_matrix(field)
        rates, modes = np.linalg.eig(generator)
        inverse_modes = np.linalg.inv(modes)
        for k in range(len(u)):
            past = np.exp(-np.outer(rates, s) * tau[k]) @ ws
            path = np.real(modes @ np.diag(past) @ inverse_modes) * tau[k]
            weight = wu[k] * u[k]**2 * minus_slope[k] * 2 * u[k]**2
            total += weight * second_moment @ path.T
    return total / carriers / len(valleys)


def hall_part(sigma):
    """Part of the resistivity tensor that is odd in the magnetic field."""
    rho = np.linalg.inv(sigma)
    return 0.5 * (rho - rho.T)


silicon = valley_masses(M_LONG, M_TRANS)
K = M_LONG / M_TRANS
r_si = hall_formula(K)
m_c = 3 / (1 / M_LONG + 2 / M_TRANS)
weak = 1e-5
b_z = np.array([0, 0, weak])

# Moment equation against orbit integral at finite field, both statistics.
b_finite = 0.05 * np.array([1, 2, 3]) / np.sqrt(14)
for eta in (-20.0, 5.0):
    assert np.allclose(kinetic_sigma(silicon, b_finite, eta),
                       drude_sigma(silicon, b_finite), rtol=1e-6, atol=1e-7)

# Zero-field conductivity gives the conductivity mass.
assert np.allclose(kinetic_sigma(silicon, b_z * 1e-3),
                   np.eye(3) / m_c, atol=1e-6)

# Same Hall factor for every direction of the field.
r_directions = []
for direction in ([0, 0, 1], [1, 1, 0], [1, 1, 1], [1, 2, 3]):
    field = weak * np.array(direction) / np.linalg.norm(direction)
    odd = hall_part(kinetic_sigma(silicon, field))
    X = cross_matrix(field)
    assert np.allclose(odd / weak, r_si * X / weak, atol=1e-5)
    r_directions.append(np.sum(odd * X) / np.sum(X * X))

# One ellipsoid alone has Hall factor 1.
r_single = hall_part(kinetic_sigma(silicon[:1], b_z))[0, 1] / weak
assert abs(r_single - 1) < 1e-5

# Dependence on the mass ratio, including the bound 3/4 for large ratio.
for ratio in (0.2, 1.0, 3.0, 50.0, 1e4):
    r_num = hall_part(drude_sigma(valley_masses(ratio, 1.0), b_z))[0, 1] / weak
    assert abs(r_num - hall_formula(ratio)) < 1e-5
    assert abs(r_num - 1 + ((ratio - 1) / (2 * ratio + 1))**2) < 1e-5
assert abs(r_num - 0.75) < 1e-3

# Covariance of inverse masses along x and y explains the deficit 1 - r.
w_x = np.array([1 / mass[0] for mass in silicon])
w_y = np.array([1 / mass[1] for mass in silicon])
covariance = np.mean(w_x * w_y) - np.mean(w_x) * np.mean(w_y)
assert abs(covariance + (1 / M_TRANS - 1 / M_LONG)**2 / 9) < 1e-10
assert abs(1 + covariance / np.mean(w_x)**2 - r_directions[0]) < 1e-5

# Strong-field limit.
r_strong = hall_part(drude_sigma(silicon, [0, 0, 1e3]))[0, 1] / 1e3
assert abs(r_strong - 1) < 1e-4

# Energy-dependent tau multiplies r by <tau^2>/<tau>^2.
def tau_factor(power):
    def moment(q):
        return quad(lambda e: e**(1.5 + q) * np.exp(-e), 0, np.inf)[0]
    return moment(2 * power) * moment(0) / moment(power)**2


r_energy = {}
for power in (-0.5, 1.5):
    r_energy[power] = hall_part(
        kinetic_sigma(silicon, b_z, power=power))[0, 1] / weak
    assert abs(r_energy[power] / (r_si * tau_factor(power)) - 1) < 1e-4

# Anisotropic tau: each mass is divided by the time for its own direction.
r_aniso = {}
for time_ratio in (0.8, 1.2):                         # tau_l / tau_t
    r_aniso[time_ratio] = hall_part(drude_sigma(
        valley_masses(M_LONG / time_ratio, M_TRANS), b_z))[0, 1] / weak
    assert abs(r_aniso[time_ratio] - hall_formula(K / time_ratio)) < 1e-5

# Worked example in SI units: long Hall bar from a lightly doped wafer.
e, m_e, hbar = const.e, const.m_e, const.hbar
T, n, tau, B = 300.0, 1e21, 0.2e-12, 0.5
thickness, width, current = 500e-6, 5e-3, 1e-3
kT = const.k * T
mu = e * tau / (m_c * m_e)
R_H = -r_si / (n * e)
V_H = r_si * current * B / (n * e * thickness)
J = current / (thickness * width)
rho_B = np.linalg.inv(drude_sigma(silicon, [0, 0, B], n, tau, e, m_e))
E_field = rho_B @ np.array([J, 0, 0])
V_full = -E_field[1] * width
assert abs(V_full / V_H - 1) < (mu * B)**2            # omitted order is B^2
resistivity = 1 / (n * e * mu)
drift = mu * J * resistivity
thermal = np.sqrt(3 * kT / (m_c * m_e))

# Effective density of states from one-dimensional thermal integrals.
gauss = quad(lambda q: np.exp(-q * q), -np.inf, np.inf)[0]
N_c = 12 * np.prod([np.sqrt(2 * m * m_e * kT) / hbar * gauss / (2 * np.pi)
                    for m in silicon[0]])
m_dos = (M_LONG * M_TRANS**2)**(1 / 3) * m_e
assert abs(N_c / (12 * (m_dos * kT / (2 * np.pi * hbar**2))**1.5) - 1) < 1e-8

# Surface depletion, with rough permittivity and surface barrier.
eps_r, barrier = 11.7, 0.5
eps = eps_r * const.epsilon_0
depletion = np.sqrt(2 * eps * barrier / (e * n))
assert abs(quad(lambda z: e * n * z / eps, 0, depletion)[0] - barrier) < 1e-8

print(f"longitudinal mass: {M_LONG:.3f} m_e")
print(f"transverse mass: {M_TRANS:.3f} m_e")
print(f"mass ratio K: {K:.4f}")
print(f"conductivity mass: {m_c:.4f} m_e")
print(f"Hall factor r, formula: {r_si:.4f}")
print("Hall factor r, orbit integral, B along 001, 110, 111, 123: "
      + ", ".join(f"{r:.4f}" for r in r_directions))
print(f"Hall factor, one valley alone: {r_single:.4f}")
print(f"Hall factor, mass ratio 10000: {r_num:.4f}")
print(f"Hall factor, strong-field limit: {r_strong:.4f}")
print(f"covariance of inverse masses: {covariance:.4f} m_e^-2")
print(f"mean inverse mass: {np.mean(w_x):.4f} m_e^-1")
print(f"temperature: {T:.0f} K")
print(f"electron density: {n * 1e-6:.3e} cm^-3")
print(f"relaxation time: {tau * 1e12:.2f} ps")
print(f"magnetic field: {B:.2f} T")
print(f"thickness: {thickness * 1e6:.0f} um")
print(f"width: {width * 1e3:.1f} mm")
print(f"current: {current * 1e3:.2f} mA")
print(f"drift mobility: {mu * 1e4:.1f} cm2/Vs")
print(f"Hall mobility: {r_si * mu * 1e4:.1f} cm2/Vs")
print(f"resistivity: {resistivity * 100:.3f} ohm cm")
print(f"Hall coefficient: {R_H * 1e6:.1f} cm3/C")
print(f"Hall voltage magnitude, low-field formula: {V_H * 1e3:.4f} mV")
print(f"Hall voltage magnitude, full tensor: {V_full * 1e3:.4f} mV")
print(f"Hall voltage magnitude if r = 1: {V_H / r_si * 1e3:.4f} mV")
print(f"density inferred with r = 1: {n / r_si * 1e-6:.4e} cm^-3")
print(f"excess of inferred density: {100 * (1 / r_si - 1):.2f} %")
print(f"drift mobility times field: {mu * B:.4f}")
print(f"finite-field change of r: {100 * (V_full / V_H - 1):.4f} %")
print(f"tau factor, acoustic phonons: {tau_factor(-0.5):.4f}")
print(f"Hall factor, acoustic phonons: {r_energy[-0.5]:.4f}")
print(f"tau factor, ionized impurities: {tau_factor(1.5):.4f}")
print(f"Hall factor, ionized impurities: {r_energy[1.5]:.4f}")
print(f"Hall factor, tau_l/tau_t = 0.8: {r_aniso[0.8]:.4f}")
print(f"Hall factor, tau_l/tau_t = 1.2: {r_aniso[1.2]:.4f}")
print(f"effective density of states: {N_c * 1e-6:.3e} cm^-3")
print(f"density over density of states: {n / N_c:.2e}")
print(f"largest Landau spacing over kT: "
      f"{hbar * e * B / (M_TRANS * m_e) / kT:.4f}")
print(f"electric field along bar: {E_field[0] / 100:.4f} V/cm")
print(f"drift speed over thermal speed: {drift / thermal:.2e}")
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"surface barrier (rough): {barrier:.2f} V")
print(f"depletion depth per face: {depletion * 1e6:.3f} um")
print(f"thickness lost to two faces: {200 * depletion / thickness:.3f} %")
print("all good")
```

Printed output:

```
longitudinal mass: 0.916 m_e
transverse mass: 0.190 m_e
mass ratio K: 4.8211
conductivity mass: 0.2582 m_e
Hall factor r, formula: 0.8711
Hall factor r, orbit integral, B along 001, 110, 111, 123: 0.8711, 0.8711, 0.8711, 0.8711
Hall factor, one valley alone: 1.0000
Hall factor, mass ratio 10000: 0.7501
Hall factor, strong-field limit: 1.0000
covariance of inverse masses: -1.9334 m_e^-2
mean inverse mass: 3.8727 m_e^-1
temperature: 300 K
electron density: 1.000e+15 cm^-3
relaxation time: 0.20 ps
magnetic field: 0.50 T
thickness: 500 um
width: 5.0 mm
current: 1.00 mA
drift mobility: 1362.3 cm2/Vs
Hall mobility: 1186.6 cm2/Vs
resistivity: 4.582 ohm cm
Hall coefficient: -5436.9 cm3/C
Hall voltage magnitude, low-field formula: 5.4369 mV
Hall voltage magnitude, full tensor: 5.4348 mV
Hall voltage magnitude if r = 1: 6.2415 mV
density inferred with r = 1: 1.1480e+15 cm^-3
excess of inferred density: 14.80 %
drift mobility times field: 0.0681
finite-field change of r: -0.0387 %
tau factor, acoustic phonons: 1.1781
Hall factor, acoustic phonons: 1.0262
tau factor, ionized impurities: 1.9328
Hall factor, ionized impurities: 1.6836
Hall factor, tau_l/tau_t = 0.8: 0.8517
Hall factor, tau_l/tau_t = 1.2: 0.8885
effective density of states: 2.738e+19 cm^-3
density over density of states: 3.65e-05
largest Landau spacing over kT: 0.0118
electric field along bar: 0.1835 V/cm
drift speed over thermal speed: 1.09e-05
relative permittivity (rough): 11.7
surface barrier (rough): 0.50 V
depletion depth per face: 0.804 um
thickness lost to two faces: 0.322 %
all good
```
